# Why germanium's indirect gap does not explain strong absorption near 1550 nm

## Definitions and conventions

The absorption coefficient $\alpha$ is defined by the decay of light intensity with depth, $I(z)=I(0)e^{-\alpha z}$, and is given in cm$^{-1}$. The photon energy is $E=\hbar\omega$, in eV. Wavevectors in the crystal are measured from the zone centre, $\Gamma$.

Germanium has its valence-band maximum at $\Gamma$. Its lowest conduction-band minima are four equivalent valleys at the zone-boundary points called L. The energy from the valence maximum to these valleys is the indirect gap, $E_i=0.66$ eV. The conduction band has another minimum at $\Gamma$, and the vertical distance to it is the direct gap, $E_d=0.80$ eV. These and the other material parameters below are rounded model values for relaxed germanium at 300 K.

Masses are in units of the free-electron mass $m_0$. The electron mass at $\Gamma$ is $m_e=0.04$; the heavy and light holes have $m_h=0.30$ and $0.04$. All bands are taken as parabolic at the energies used, the hole bands also as isotropic, the valence band as full and the conduction band as empty. The attraction between electron and hole, which raises direct absorption near its edge, is left out. This is not a small omission: with these masses and a dielectric constant of 16, Elliott's formula for hydrogen-like pairs replaces the square-root edge found below by a step of about $4.6\times10^3$ cm$^{-1}$ and roughly doubles the direct absorption 20 meV above the edge. The direct values below are those of free pairs.

## The belief and its appeal

The belief runs as follows. Germanium has a gap of 0.66 eV. A photon of wavelength 1550 nm carries 0.7999 eV, which exceeds the gap by 0.14 eV. Therefore germanium absorbs strongly at 1550 nm.

Each premise is correct, and the rule "photon energy above the gap means absorption" does predict correctly that some light is absorbed. What it lacks is a rate. Energy conservation says whether a transition is allowed; the strength depends also on momentum and on the coupling between the states.

Momentum is where the difficulty starts. With refractive index $n=4.2$, the photon wavevector in germanium is $2\pi n/\lambda=0.0170$ nm$^{-1}$. The L point lies at $(\pi/a_0)(1,1,1)$, so with lattice constant $a_0=0.57$ nm its distance from $\Gamma$ is $\sqrt3\,\pi/a_0=9.55$ nm$^{-1}$, more than 500 times larger. Light by itself therefore moves an electron almost vertically in the band diagram. To reach an L valley, the electron must exchange momentum with something else, here a lattice vibration. The two kinds of transition have to be calculated separately.

## Direct absorption

Let the light have electric-field amplitude $\mathcal E$ and polarization $\mathbf e$. The vector potential then has amplitude $\mathcal E/\omega$, and the coupling to an electron is $(e/m_0)\mathbf A\cdot\mathbf p$. A sinusoidal field is half a term $e^{-i\omega t}$ and half a term $e^{i\omega t}$ in magnitude. Absorption uses the first, whose matrix element has magnitude $e\mathcal E|\mathbf e\cdot\mathbf p_{cv}|/(2m_0\omega)$. Fermi's golden rule gives the number of transitions per volume and time:

$$R=\frac{2\pi}{\hbar}\left(\frac{e\mathcal E}{2m_0\omega}\right)^2\frac1V\sum_{\mathbf k}|\mathbf e\cdot\mathbf p_{cv}|^2\,\delta(E_c-E_v-E),$$

where spin states are included in the squared matrix element. Each transition removes $\hbar\omega$ from a beam of intensity $I=nc\varepsilon_0\mathcal E^2/2$. Hence $\alpha=\hbar\omega R/I$, and the prefactor is

$$\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2\mathcal E^2}{4m_0^2\omega^2}\,\frac{2}{nc\varepsilon_0\mathcal E^2}
=\frac{\pi e^2}{nc\varepsilon_0m_0^2\omega}
=\frac{\pi e^2\hbar}{nc\varepsilon_0m_0^2E}.$$

The field amplitude has cancelled, as it must for linear absorption.

The conduction state at $\Gamma$ is s-like, $S$, and the valence states are built from p-like functions $X,Y,Z$. By symmetry $|\langle S|p_x|X\rangle|=P$, likewise for $y$ and $z$, and the mixed elements vanish. The Kane energy is defined by $E_P=2P^2/m_0$; its value here is 26 eV. For $\mathbf k$ along $z$, one heavy-hole state is $(X+iY)\!\uparrow/\sqrt2$. Adding the squared elements for all three polarizations gives $P^2(\tfrac12+\tfrac12)=P^2$. One light-hole state is $[(X+iY)\!\downarrow-2Z\!\uparrow]/\sqrt6$, for which the sum is $P^2(1+1+4)/6=P^2$. Averaging over the directions of $\mathbf k$ gives any fixed polarization one third of this. Each band has two such states, so for each hole band

$$M^2=\frac{2P^2}{3}=\frac{m_0E_P}{3}.$$

It remains to count pairs of states. At wavevector $k$ the vertical energy is $E_d+\hbar^2k^2/2\mu$, with reduced mass $\mu=m_em_h/(m_e+m_h)$. Put $x=\hbar^2k^2/2\mu$. Then $k^2dk=\tfrac12(2\mu/\hbar^2)^{3/2}\sqrt x\,dx$, and

$$\frac1V\sum_{\mathbf k}\delta(E_d+x-E)=\int\frac{k^2dk}{2\pi^2}\,\delta(E_d+x-E)=g(\mu)\sqrt{E-E_d},$$

$$g(m)=\frac{1}{4\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}.$$

For $E<E_d$ the delta function is never satisfied and the sum is zero. Collecting the factors,

$$\alpha_{\rm dir}=C(E)\sum_h g(\mu_h)\sqrt{E-E_d},\qquad C(E)=\frac{\pi e^2\hbar}{nc\varepsilon_0m_0^2E}\,\frac{m_0E_P}{3}.$$

At $E=0.82$ eV, 20 meV above the edge, the constants give $C=0.05524$ eV nm$^2$, and the two hole bands together give $\sum_hg(\mu_h)=0.03222$ eV$^{-3/2}$ nm$^{-3}$. Thus

$$\alpha_{\rm dir}=0.05524\times0.03222\times\sqrt{0.02}\ \text{nm}^{-1}=2.5\times10^{-4}\ \text{nm}^{-1}=2.5\times10^{3}\ \text{cm}^{-1}.$$

The square root rises steeply at its start: the same formula gives $1.8\times10^3$ cm$^{-1}$ only 10 meV above the edge, and $3.8\times10^3$ cm$^{-1}$ at 0.85 eV.

## Absorption across the indirect gap

Below $E_d$, an electron can still reach an L valley by a second-order process. The light couples the valence state to the $\Gamma$ conduction band, and a phonon couples that band to L. The intermediate state is not reached with energy conserved; it lies above the available photon energy by $\Delta_k=E_c(k)-E_v(k)-E$.

Measure energies from that of the initial state, photon included. Let $c_i,c_m,c_f$ be the amplitudes of the initial, intermediate and final states, $v$ the optical coupling and $u$ the phonon coupling, both taken real. Then

$$i\hbar\dot c_m=\Delta_kc_m+vc_i+uc_f,\qquad i\hbar\dot c_f=uc_m,$$

with the final energy equal to the initial one. If $|v|,|u|\ll\Delta_k$, the part of $c_m$ that follows the slow amplitudes has negligible $\hbar\dot c_m$, so $c_m\simeq-(vc_i+uc_f)/\Delta_k$. Inserting this in the second equation gives an effective coupling $-uv/\Delta_k$ from initial to final state, besides a small level shift. The golden rule needs its square, so the sign drops out and the optical strength is multiplied by $u^2/\Delta_k^2$.

For the phonon coupling, take an energy change $D$ per unit atomic displacement. A vibration mode of frequency $\Omega$ in a crystal of mass $\rho V$ has zero-point mean-square displacement $\hbar/(2\rho V\Omega)$. Therefore

$$u^2=\frac BV\times\begin{cases}N+1&\text{phonon emitted}\\N&\text{phonon absorbed}\end{cases},\qquad B=\frac{\hbar^2D^2}{2\rho\,\hbar\Omega},$$

where $N=1/(e^{\hbar\Omega/k_BT}-1)$. One effective phonon is used, with $\hbar\Omega=0.03$ eV. At 300 K, where $k_BT=0.02585$ eV, this gives $N=0.456$. With $D=40$ eV/nm and $\rho=5300$ kg/m$^3$, $B=3.492\times10^{-4}$ eV$^2$ nm$^3$.

Let $\varepsilon$ be the kinetic energy of the hole. The electron and hole share the energy

$$W_\mp=E-E_i\mp\hbar\Omega,$$

with the upper sign for emission, so the electron receives $W-\varepsilon$. The intermediate state has the same wavevector as the hole. Its electron kinetic energy is $\hbar^2k^2/2m_e=\varepsilon m_h/m_e$, and hence

$$\Delta_k=\Delta+r\varepsilon,\qquad \Delta=E_d-E,\qquad r=1+\frac{m_h}{m_e}.$$

Unlike the direct process, the phonon process allows the electron and hole wavevectors to vary independently. The factor $1/V$ in $u^2$ joins the $1/V$ of the rate per volume to turn both wavevector sums into densities of states. An L valley is an ellipsoid with masses 1.60, 0.08 and 0.08; rescaling its axes to a sphere gives the density-of-states mass $m_L=(1.60\times0.08^2)^{1/3}=0.217$. With four valleys and spin conserved by the phonon,

$$\alpha_{\rm ind}=C\,B\,4g(m_L)\sum_hg(m_h)\left[(N+1)\,\mathcal I(W_-)+N\,\mathcal I(W_+)\right],$$

$$\mathcal I(W)=\int_0^W\frac{\sqrt{\varepsilon(W-\varepsilon)}}{(\Delta+r\varepsilon)^2}\,d\varepsilon,$$

where $\mathcal I=0$ if $W\le0$.

The integral can be done in closed form. Put $a=\Delta/r$ and define $F(a)=\int_0^W\sqrt{\varepsilon(W-\varepsilon)}/(\varepsilon+a)\,d\varepsilon$; then $\mathcal I=-F'(a)/r^2$. Multiplying numerator and denominator of $F$ by the square root, and dividing the polynomial, gives

$$\frac{\varepsilon(W-\varepsilon)}{\varepsilon+a}=W+a-\varepsilon-\frac{a(a+W)}{\varepsilon+a}.$$

Each term is to be integrated with weight $1/\sqrt{\varepsilon(W-\varepsilon)}$. The substitution $\varepsilon=W\sin^2\theta$ turns this weight times $d\varepsilon$ into $2\,d\theta$ on $0<\theta<\pi/2$. The integral of 1 is then $\pi$, and that of $\varepsilon$ is $\pi W/2$. For the last term, $t=\tan\theta$ gives

$$\int_0^{\pi/2}\frac{2\,d\theta}{a+W\sin^2\theta}=\int_0^\infty\frac{2\,dt}{a+(a+W)t^2}=\frac{\pi}{\sqrt{a(a+W)}}.$$

So $F=\pi[W/2+a-\sqrt{a(a+W)}]$, and differentiation yields

$$\mathcal I(W)=\frac{\pi}{r^2}\left[\frac{2a+W}{2\sqrt{a(a+W)}}-1\right].$$

Two limits show what this means. When the shared energy is small, $s=W/a\ll1$, the bracket is $(1+s/2)(1+s)^{-1/2}-1\simeq s^2/8$, so $\mathcal I\simeq\pi W^2/(8\Delta^2)$. This is the slow quadratic onset of indirect absorption. It requires $W\ll\Delta/r$, which for heavy holes means only a few meV above threshold: at 0.65 eV the quadratic form is already twice the full result, and at 0.70 eV more than six times. Close to the direct edge, $a\ll W$, the bracket tends to $\tfrac12\sqrt{W/a}$ and $\mathcal I$ grows as $\Delta^{-1/2}$. That divergence marks the failure of the second-order formula: the intermediate state can then be reached with energy conserved, which is direct absorption. The formula is used here only well below $E_d$.

## The number that decides

At $E=0.75$ eV the photon is already 90 meV above the indirect gap, but 50 meV below the direct one. The available energies are $W_-=0.06$ eV and $W_+=0.12$ eV. For heavy holes, $r=8.5$ and $a=0.00588$ eV; for light holes, $r=2$ and $a=0.025$ eV. The closed form gives

- heavy holes: $\mathcal I(W_-)=0.0358$, $\mathcal I(W_+)=0.0618$;
- light holes: $\mathcal I(W_-)=0.152$, $\mathcal I(W_+)=0.323$.

Weighting with $N+1=1.456$ and $N=0.456$ gives 0.0803 and 0.368. The density factors, in eV$^{-3/2}$ nm$^{-3}$, are $g(0.30)=0.560$, $g(0.04)=0.0272$ and $g(m_L)=0.345$. The sum over holes is $0.560\times0.0803+0.0272\times0.368=0.0550$. Since $C\propto1/E$, its value here is $0.05524\times0.82/0.75=0.0604$ eV nm$^2$. Then

$$\alpha_{\rm ind}=0.0604\times3.492\times10^{-4}\times4\times0.345\times0.0550\ \text{nm}^{-1}\simeq16\ \text{cm}^{-1}.$$

Direct absorption 20 meV above its own edge is about 160 times stronger, although the indirect process has had 90 meV in which to grow. The phonon process has many more pairs of states to choose from, but each pair carries the factor $u^2/\Delta_k^2$, and with these parameters the sum over all pairs remains far below the direct value.

The coupling $D$ is the least certain parameter. Doubling it multiplies $\alpha_{\rm ind}$ by four, to 64 cm$^{-1}$, still about 40 times below the direct value. The contrast does not rest on a fine choice of $D$.

Nor does it rest on the parabolic shape of the $\Gamma$ conduction band. The heavy-hole integral uses that band up to 0.9 eV above its minimum, where a parabola is a poor approximation. A simple correction replaces the electron kinetic energy $q=\hbar^2k^2/2m_e$ in $\Delta_k$ by the positive solution $\eta$ of $\eta(1+\eta/E_d)=q$. Numerical integration then gives 18 cm$^{-1}$ instead of 16 cm$^{-1}$.

A change of band structure separates the two gaps even more clearly. Keep $E_i=0.66$ eV, but move the direct gap to 3.0 eV. At 0.82 eV the phonon process calculated above then gives 0.33 cm$^{-1}$, in place of a direct absorption of $2.5\times10^3$ cm$^{-1}$. This is not a prediction for another material, because paths through other intermediate bands, omitted here, would matter in such a crystal. It does show that, in this model, a small indirect gap is not enough to give strong absorption.

## What happens at 1550 nm itself

The correct explanation has a fine point of its own. The photon energy at 1550 nm, 0.7999 eV, is 0.1 meV below the chosen direct gap. With perfectly sharp edges and no electron–hole attraction, $\alpha_{\rm dir}$ there is zero. To say that 1550 nm lies comfortably above the direct gap of relaxed germanium would replace one error by another.

A real edge has some width. As a simple model, let the gap be spread by a Gaussian of standard deviation $\sigma=10$ meV, and average the square root over it. For a photon at the centre of the edge, the substitution $y=x^2/2\sigma^2$ gives

$$\langle\sqrt x\rangle=\int_0^\infty\frac{\sqrt x\,e^{-x^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,dx
=\frac{2^{-1/4}\sqrt\sigma}{\sqrt{2\pi}}\int_0^\infty y^{-1/4}e^{-y}\,dy
=\frac{\Gamma(3/4)}{2^{3/4}\sqrt\pi}\sqrt\sigma\simeq0.411\sqrt\sigma.$$

Here $\Gamma(3/4)$ is the gamma function. With $\sigma=0.010$ eV this is 0.0411 eV$^{1/2}$, and $\alpha\simeq0.0566\times0.03222\times0.0411$ nm$^{-1}$, or 750 cm$^{-1}$. Numerical quadrature at the actual photon energy, 0.1 meV lower, gives 742 cm$^{-1}$. At the centre of the edge the result scales as $\sqrt\sigma$, so it depends on the assumed width. It depends more strongly on the neglected attraction: the same Gaussian applied to the excitonic edge gives about $3\times10^3$ cm$^{-1}$. The number illustrates how sensitive 1550 nm is to the position and shape of the edge; it is not a prediction for germanium.

Alternatively, the direct gap can be lowered, as tensile strain does. For a gap of 0.77 eV with a sharp edge, the photon has 29.9 meV to spare and $\alpha_{\rm dir}=3.2\times10^3$ cm$^{-1}$. This treats strain as a uniform shift and ignores the splitting of the heavy- and light-hole bands. For biaxial tension of about 0.2 %, which brings the light-hole gap to 0.77 eV but the heavy-hole gap only to about 0.785 eV, light at normal incidence gives about $2.5\times10^3$ cm$^{-1}$ instead.

In both cases the absorption calculated is direct. The phonon process is left out of these two values, because its second-order formula fails so close to the direct edge. Treated instead as a lifetime width of the $\Gamma$ state, about 1 meV half-width with this $D$, it leaves the value at 0.75 eV unchanged, gives about 370 cm$^{-1}$ at 1550 nm without any Gaussian, and raises 742 cm$^{-1}$ to about 800 cm$^{-1}$. The same Gaussian contributes only $2\times10^{-4}$ cm$^{-1}$ at 0.75 eV, five standard deviations below the edge, so in this model the 16 cm$^{-1}$ there belongs to the phonon process. An edge with a slower tail would contribute more.

For a layer of thickness $d=2$ µm in this free-pair model, with reflection ignored, the fraction absorbed in one pass is $1-e^{-\alpha d}$:

- 0.75 eV, indirect process: 0.3 %;
- 1550 nm, broadened edge at 0.80 eV: 14 %;
- 1550 nm, sharp edge lowered to 0.77 eV: 47 %;
- 0.82 eV, sharp edge at 0.80 eV: 40 %.

A layer a few micrometres thick can thus be a useful absorber on the direct side and nearly transparent on the indirect side, though both photon energies exceed 0.66 eV.

## What the 0.66 eV gap does control

The indirect gap sets where the weak tail begins, to within a phonon energy. Absorbing a phonon lets the process start at $0.66-0.03=0.63$ eV; emitting one requires at least 0.69 eV. The calculated tail is 0.29 cm$^{-1}$ at 0.65 eV, 2.6 cm$^{-1}$ at 0.70 eV and 16 cm$^{-1}$ at 0.75 eV.

It also governs the thermal carriers. In equilibrium at low carrier density, the number of electrons in a valley is proportional to $m^{3/2}e^{-E_{\min}/k_BT}$, where $E_{\min}$ is the energy of its minimum; the remaining energy integral is the same for all valleys. The ratio of electrons in the L valleys to those at $\Gamma$ is therefore

$$\frac{n_L}{n_\Gamma}=4\left(\frac{m_L}{m_e}\right)^{3/2}e^{(E_d-E_i)/k_BT}=4\times12.6\times e^{0.14/0.02585}\simeq1.1\times10^4.$$

Thermal electrons collect in the lowest valleys because equilibrium populations depend on energy and on the number of states, not on how easily light connects those states to the valence band. Optical absorption does depend on that connection. This is why one crystal can have its thermal carriers governed by a gap of 0.66 eV and its strong absorption by a gap of 0.80 eV.
